# Berry Flux and Monopole Charges of a Spin-One Band Node

## Problem

Three bands of a crystal meet at a point of reciprocal space. With $\mathbf k$ measured from that point, their Hamiltonian to leading order is

$$H(\mathbf k)=\hbar v\,\mathbf k\cdot\mathbf S,\qquad v>0,$$

where $S_x,S_y,S_z$ are the $3\times3$ spin-one matrices, with $[S_x,S_y]=iS_z$ and cyclic permutations. Here $\mathbf S$ acts on three orbital states; it is not the electron spin, which is left out until part 5.

For a normalized band state $|u\rangle$ define

$$\mathbf A=i\langle u|\nabla u\rangle,\qquad \mathbf F=\nabla\times\mathbf A,\qquad C=\frac1{2\pi}\oint\mathbf F\cdot d\mathbf a ,$$

with $\nabla=\partial/\partial\mathbf k$ and the normal pointing outward. $\mathbf F$ is the Berry curvature, the surface integral is the Berry flux, and $C$ is the monopole charge enclosed.

1. Find the bands and the Berry curvature of each.
2. Find the flux and the charge of each band for a sphere around the node. What happens for other surfaces, and for $v<0$?
3. Confirm the fluxes from explicit eigenvectors.
4. Add the term $b\sum_i k_i^2S_i^2$ with $b>0$. Up to what radius do the charges survive, and what are they beyond it?
5. Add the electron spin through $\lambda\,\mathbf S\cdot\boldsymbol\sigma$ with $\lambda>0$. What replaces the three charges?
6. Evaluate the results for $\hbar v=0.1$ eV nm on a sphere of radius $1\ \mathrm{nm^{-1}}$, and judge what the model neglects.

## Solution

### 1. Bands and curvature

A rotation that carries the $z$ axis into $\hat{\mathbf k}$ turns $S_z$ into $\hat{\mathbf k}\cdot\mathbf S$. The two matrices therefore have the same eigenvalues, and

$$E_m=m\hbar vk,\qquad m=-1,0,+1 .$$

Neighbouring bands are separated by $\hbar vk$, so each band state is well defined, up to a phase, everywhere except at $k=0$.

The curl of a gradient vanishes, which leaves $\mathbf F_m=i\langle\nabla m|\times|\nabla m\rangle$. Insert the complete set $\sum_{m'}|m'\rangle\langle m'|$ between the two factors. The term $m'=m$ drops out: normalization gives $\langle\nabla m|m\rangle=-\langle m|\nabla m\rangle$, and the cross product of a vector with itself is zero.

For $m'\ne m$, differentiate $H|m\rangle=E_m|m\rangle$ and project on $\langle m'|$:

$$\langle m'|\nabla H|m\rangle+E_{m'}\langle m'|\nabla m\rangle=E_m\langle m'|\nabla m\rangle .$$

Hence $\langle m'|\nabla m\rangle=\langle m'|\nabla H|m\rangle/(E_m-E_{m'})$. With its complex conjugate this gives

$$\mathbf F_m=i\sum_{m'\ne m}\frac{\langle m|\nabla H|m'\rangle\times\langle m'|\nabla H|m\rangle}{(E_m-E_{m'})^2}.$$

An arbitrary phase of any state cancels here, so the curvature can be evaluated at one point in any convenient basis.

Take the local $z$ axis along $\hat{\mathbf k}$ and use $\nabla H=\hbar v\mathbf S$. The $x$ and $y$ components of the cross product each contain an element of $S_z$ between different $m$, which is zero. Only the component along $\hat{\mathbf k}$ remains. Since $S_x$ and $S_y$ change $m$ by one, only neighbouring bands contribute, all with denominator $(\hbar vk)^2$.

From $S_x=(S_++S_-)/2$, $S_y=(S_+-S_-)/(2i)$ and $\langle m+1|S_+|m\rangle=\sqrt2$, the upper neighbour gives

$$\langle m|S_x|m+1\rangle=\langle m+1|S_x|m\rangle=\tfrac1{\sqrt2},$$

$$\langle m+1|S_y|m\rangle=-\tfrac{i}{\sqrt2},\qquad \langle m|S_y|m+1\rangle=\tfrac{i}{\sqrt2}.$$

Its contribution is therefore

$$\frac{i(\hbar v)^2}{(\hbar vk)^2}\left[\frac1{\sqrt2}\left(-\frac i{\sqrt2}\right)-\frac i{\sqrt2}\,\frac1{\sqrt2}\right]=\frac{i(-i)}{k^2}=+\frac1{k^2}.$$

For a lower neighbour the two elements of $S_y$ exchange roles, the bracket becomes $+i$, and the contribution is $-1/k^2$.

The lowest band has only an upper neighbour, the highest only a lower one, and the middle band has both. Thus

$$\boxed{\mathbf F_m=-m\,\frac{\hat{\mathbf k}}{k^2}}$$

The middle band does couple to the others. Its curvature vanishes because the two couplings have equal strength, equal energy denominators and opposite sign.

### 2. Flux and charge

On a sphere of radius $k$ the radial curvature is constant. Multiplying by the area $4\pi k^2$ gives

$$\Phi_m=-4\pi m,\qquad C_m=\frac{\Phi_m}{2\pi}=-2m .$$

| Band | Flux | Charge |
|---|---|---|
| lowest, $m=-1$ | $+4\pi$ | $+2$ |
| middle, $m=0$ | $0$ | $0$ |
| highest, $m=+1$ | $-4\pi$ | $-2$ |

The magnitudes are 2, 0 and 2. Defining $\mathbf A$ with the opposite sign reverses the signs but not the magnitudes.

The radius has cancelled. More generally, away from the origin

$$\nabla\cdot\frac{\mathbf k}{k^3}=\frac3{k^3}-\frac{3\,\mathbf k\cdot\mathbf k}{k^5}=0 ,$$

so a surface may be deformed without changing its flux as long as it does not cross the node. A surface that leaves the node outside has zero flux. For a sphere of radius $1\ \mathrm{nm^{-1}}$, numerical evaluation gives $+2,0,-2$ with the centre displaced by $0.5\ \mathrm{nm^{-1}}$ and $0,0,0$ with it displaced by $1.5\ \mathrm{nm^{-1}}$.

If $v<0$, the eigenvectors are unchanged but their energies change sign. The lowest band is then the state $m=+1$, and the charges in ascending energy become $-2,0,+2$.

For comparison, take spin one-half. The element of $S_+$ is then 1 instead of $\sqrt2$, so a neighbour contributes $\pm1/(2k^2)$. The two charges are $+1$ and $-1$, those of a Weyl node.

### 3. Explicit eigenvectors

Write $c=\cos\theta$, $s=\sin\theta$. In the basis $S_z=1,0,-1$,

$$\hat{\mathbf k}\cdot\mathbf S=\begin{pmatrix}c&se^{-i\phi}/\sqrt2&0\\ se^{i\phi}/\sqrt2&0&se^{-i\phi}/\sqrt2\\0&se^{i\phi}/\sqrt2&-c\end{pmatrix}.$$

Normalized eigenvectors are

$$u_{+}=\begin{pmatrix}\frac{1+c}2\\ \frac{s}{\sqrt2}e^{i\phi}\\ \frac{1-c}2e^{2i\phi}\end{pmatrix},\quad
u_0=\begin{pmatrix}-\frac s{\sqrt2}\\ c\,e^{i\phi}\\ \frac s{\sqrt2}e^{2i\phi}\end{pmatrix},\quad
u_-=\begin{pmatrix}\frac{1-c}2\\-\frac s{\sqrt2}e^{i\phi}\\ \frac{1+c}2e^{2i\phi}\end{pmatrix}.$$

To verify $u_+$, multiply row by row. The phases $1,e^{i\phi},e^{2i\phi}$ factor out, leaving

$$\frac{c(1+c)+s^2}2=\frac{1+c}2,$$

$$\frac s{\sqrt2}\left[\frac{1+c}2+\frac{1-c}2\right]=\frac s{\sqrt2},$$

$$\frac{s^2-c(1-c)}2=\frac{1-c}2 .$$

These are the components of $u_+$ itself, so the eigenvalue is $+1$. For $u_0$ the rows are $(-cs+sc)/\sqrt2$, $(-s^2+s^2)/2$ and $(sc-cs)/\sqrt2$, all zero. For $u_-$ they are $[c(1-c)-s^2]/2=-(1-c)/2$, then $+s/\sqrt2$, then $[-s^2-c(1+c)]/2=-(1+c)/2$. This is $-u_-$.

The phases do not depend on $\theta$, so $\langle u|\partial_\theta u\rangle$ is half the derivative of the norm, and $A_\theta=0$. Let $A_\phi=i\langle u|\partial_\phi u\rangle$ be the component that multiplies $d\phi$. The derivative brings down $i$ from the second entry and $2i$ from the third:

$$A_\phi=-\left(|u_2|^2+2|u_3|^2\right).$$

For the three bands this gives

$$A_\phi^{(+)}=-\frac{s^2+(1-c)^2}2=-(1-c),$$

$$A_\phi^{(0)}=-(c^2+s^2)=-1,$$

$$A_\phi^{(-)}=-\frac{s^2+(1+c)^2}2=-(1+c).$$

The first and third lines use $s^2=(1-c)(1+c)$. The flux through $d\theta\,d\phi$ is $\partial_\theta A_\phi\,d\theta\,d\phi$, hence

$$\Phi=2\pi\left[A_\phi(\pi)-A_\phi(0)\right].$$

The results are $2\pi(-2-0)=-4\pi$, $2\pi(-1+1)=0$ and $2\pi(0+2)=+4\pi$, as before. The integration leaves out the two poles, where the phase of an eigenvector may depend on $\phi$. The curvature is finite there, so two points carry no flux. A phase choice smooth over the whole sphere would make the flux zero by Stokes' theorem; the outer bands therefore admit none.

### 4. A quadratic term

Use the Cartesian basis, in which $(S_i)_{jl}=-i\epsilon_{ijl}$. Then $S_i^2$ is the unit matrix with its $i$th diagonal element replaced by zero, and the added term is diagonal:

$$b\sum_ik_i^2S_i^2=b\,\mathrm{diag}\left(k^2-k_x^2,\;k^2-k_y^2,\;k^2-k_z^2\right).$$

Charges on a sphere can change only if bands touch on it as the radius or $b$ is varied. Suppose two bands touch at energy $E$ with $k\neq0$. Then $M=H-E$ has rank one (rank zero would need $\mathbf k=0$), so $M_{jl}=\eta w_jw_l^*$ with real $\eta$, and

$$M_{12}M_{23}M_{31}=\eta^3|w_1|^2|w_2|^2|w_3|^2$$

is real. The Hamiltonian itself gives

$$M_{12}M_{23}M_{31}=(-i\hbar v)^3k_zk_xk_y=i(\hbar v)^3k_xk_yk_z ,$$

which is imaginary. Both must vanish, so one component of $\mathbf k$ is zero. Let it be $k_z$. Then $M_{12}=0$, which requires $w_1=0$ or $w_2=0$. In the first case $M_{31}=0$ and $k_y=0$; in the second $M_{23}=0$ and $k_x=0$. The other choices follow by permutation. Touching points thus lie on the coordinate axes.

On the positive $x$ axis $S_x$ commutes with $H$, and the energies are

$$bk^2+\hbar vk,\qquad 0,\qquad bk^2-\hbar vk .$$

The last two meet at

$$k_c=\frac{\hbar v}b .$$

For $k<k_c$ the charges remain $+2,0,-2$.

To pass beyond $k_c$, the charge of the new nodes is needed. Put $\mathbf k=(k_c+q_x,q_y,q_z)$ and keep the states $|0\rangle,|-1\rangle$ quantized along $x$. To first order the energy of $|-1\rangle$ is $(2bk_c-\hbar v)q_x=\hbar vq_x$, and that of $|0\rangle$ stays zero. The transverse spin components couple them with elements of size $1/\sqrt2$. With Pauli matrices $\tau_i$ and the right-handed axes $(y,z,x)$,

$$h=\hbar v\left[\frac{q_x}2(1-\tau_z)+\frac{q_y\tau_x+q_z\tau_y}{\sqrt2}\right].$$

The term with the unit matrix does not affect the states. The rest is a spin one-half node with stretched axes and one axis reversed. Stretching preserves the flux; reversing one axis reverses the orientation of the surface and so the sign of the flux. The lower band therefore has charge $-1$ instead of $+1$. A numerical sphere of radius $0.2\ \mathrm{nm^{-1}}$ around this node, with the parameters of part 6, also gives $-1$.

Rotations by $90^\circ$ about the axes leave the Hamiltonian's form unchanged, so all six nodes are equal. They add $-6$ to the lowest band and $+6$ to the middle one:

$$k>k_c:\qquad C=-4,\;+6,\;-2 .$$

The numerical charges at $k=4\ \mathrm{nm^{-1}}$ are the same three integers. A vanishing middle charge is thus a property of the spin-one node, not of every larger surface.

### 5. Electron spin

Let $\mathbf J=\mathbf S+\boldsymbol\sigma/2$. Then

$$\mathbf S\cdot\boldsymbol\sigma=J^2-S^2-\tfrac14\sigma^2=j(j+1)-2-\tfrac34 ,$$

which is $+1$ for $j=3/2$ and $-2$ for $j=1/2$. The sixfold level at $k=0$ splits by $3\lambda$ into four states and two.

The Hamiltonian $\hbar v\,\mathbf k\cdot\mathbf S+\lambda\mathbf S\cdot\boldsymbol\sigma$ is invariant under joint rotations, so each band has a definite projection $J$ of $\mathbf J$ on $\hat{\mathbf k}$. Its states on a sphere are $e^{-i\phi J_z}e^{-i\theta J_y}|\chi\rangle$, with $J_z|\chi\rangle=J|\chi\rangle$. Therefore

$$A_\phi=\langle\chi|e^{i\theta J_y}J_ze^{-i\theta J_y}|\chi\rangle=\langle\chi|(J_z\cos\theta-J_x\sin\theta)|\chi\rangle=J\cos\theta ,$$

since $J_x$ has no expectation value in $|\chi\rangle$. Likewise $A_\theta=\langle\chi|J_y|\chi\rangle=0$. The flux is $2\pi(-J-J)=-4\pi J$, and the charge is $-2J$.

For $\lambda\ll\hbar vk$ the bands form three pairs near $-\hbar vk$, $0$ and $\hbar vk$. Adding spin projections $\pm\frac12$ to $m$ gives the pair charges

$$-2\left[(m+\tfrac12)+(m-\tfrac12)\right]=-4m,$$

that is $+4,0,-4$. Each orbital charge is counted once for each spin.

At smaller $k$ the lowest pair can touch the next. Set $x=\hbar vk$. The band $J=-\frac32$ has energy $-x+\lambda$. The states with $J=+\frac12$ are mixtures of $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$, with diagonal energies $x-\lambda$ and $0$ and coupling $\sqrt2\lambda$. Their lower energy is

$$E=\tfrac12\left[x-\lambda-\sqrt{(x-\lambda)^2+8\lambda^2}\right].$$

Equating this to $-x+\lambda$ with $y=x-\lambda$ gives $3y=\sqrt{y^2+8\lambda^2}$, so $y=\lambda$ and

$$k_{so}=\frac{2\lambda}{\hbar v}.$$

Below this radius the bands $J=-\frac32$, of charge $+3$, and $J=+\frac12$, of charge $-1$, have changed places. The lowest pair goes from $+4$ to $0$ and the middle pair from $0$ to $+4$. The numerical pair charges at $0.05\ \mathrm{nm^{-1}}$, with the parameters below, are $0,+4,-4$.

### 6. Numbers and neglected effects

The velocity is $v=(0.1\ \mathrm{eV\,nm})/\hbar=1.52\times10^5$ m/s. At $k=1\ \mathrm{nm^{-1}}$ the bands lie at $-100$, $0$ and $+100$ meV. Their radial curvatures are $+1$, $0$ and $-1\ \mathrm{nm^2}$, the zero being $+1-1$. Multiplication by the area $4\pi\ \mathrm{nm^{-2}}$ gives fluxes of $12.57$, $0$ and $-12.57$ rad, and division by $2\pi$ gives $+2,0,-2$.

As a rough scale for the quadratic term, take the free-electron coefficient $b=\hbar^2/(2m_e)=0.0381\ \mathrm{eV\,nm^2}$. Then $k_c=0.1/0.0381=2.62\ \mathrm{nm^{-1}}$, well outside the sphere. The smallest gap found on the sphere falls from 100 to $100-38.1=61.9$ meV, the value on an axis.

For a spin-orbit splitting of 20 meV, $\lambda=6.67$ meV and $k_{so}=2(6.67)/100=0.133\ \mathrm{nm^{-1}}$, well inside the sphere. The smallest gap between pairs is then 92.4 meV. With both terms present it is 54.6 meV, and the numerical pair charges are still $+4,0,-4$. For these values the terms change the energies substantially but not the integers on this sphere. The margin in $b$ is limited: for $b>0.1\ \mathrm{eV\,nm^2}$, about 2.6 times the free-electron value, $k_c$ falls inside the sphere and the spinless charges become $-4,+6,-2$.

These parameters are round values in the rough regime of CoSi, a chiral cubic semimetal with a threefold node when spin-orbit coupling is neglected, and a candidate topological conductor. They are not fitted to its bands; in particular, $b$ and the 20 meV splitting only set scales. The radius $k_c$ and the charges beyond it belong to the one quadratic term chosen: other quadratic terms allowed by the crystal symmetry move the extra nodes, and $k_c$ already lies more than a third of the way to the zone boundary of CoSi ($\pi/a\approx7.1\ \mathrm{nm^{-1}}$), where an expansion to second order is not reliable. A real wire or film also breaks the assumption of a clean, infinite crystal. A rough lifetime of 30 fs gives a broadening $\hbar/\tau\approx22$ meV and, for the outer bands of the linear model, a mean free path $v\tau=4.6$ nm; the middle band is flat in that model and has zero velocity. The thermal energy at 300 K is about 26 meV. Standing waves across a film of thickness $d=10$ nm differ by about $\pi/d$ in wave number, which spaces the levels of the linear outer bands by about $\pi\hbar v/d\approx31$ meV at zero in-plane wave number; at an in-plane wave number of $1\ \mathrm{nm^{-1}}$ the lowest spacing is only about 13 meV. These three energies are sizeable fractions of the 54.6 meV gap. None of them changes the charge of the ideal bulk Hamiltonian. But the finite lifetime blurs the separate bands, temperature spreads the occupation in energy, and a clean film replaces the continuous sphere of states by discrete slices. With the lifetime assumed here these slices are themselves strongly blurred, since the mean free path is shorter than the film thickness. Nor does the charge alone predict a wire's resistivity, which also depends on carrier density, scattering and surfaces. The remaining values are in the numerical output.

## Computed values

```
hbar*v = 0.100 eV nm; velocity = 1.519e+05 m/s
sphere radius = 1.00 1/nm
Bands are listed in ascending energy
m=-1: energy = -100.0 meV, radial curvature = 1.000 nm^2
  flux = 12.5664 rad, charge = +2
m=+0: energy = 0.0 meV, radial curvature = 0.000 nm^2
  flux = 0.0000 rad, charge = 0
m=+1: energy = 100.0 meV, radial curvature = -1.000 nm^2
  flux = -12.5664 rad, charge = -2
m=0 curvature from m=+1: +1.000 nm^2
m=0 curvature from m=-1: -1.000 nm^2
gap on sphere, linear model = 100.0 meV
charges, sphere centre shifted 0.5 1/nm: +2, 0, -2
charges, sphere centre shifted 1.5 1/nm: 0, 0, 0
charges with v reversed: -2, 0, +2
spin one-half charges: +1, -1
quadratic coefficient b = 0.03810 eV nm^2
quadratic energy b k^2 = 38.1 meV
gap with quadratic term = 61.9 meV
charges with quadratic term: +2, 0, -2
new axis nodes at k_c = 2.625 1/nm
lower-band charge of one axis node: -1
charges at k = 4.0 1/nm: -4, +6, -2
spin-orbit splitting = 20.0 meV; lambda = 6.667 meV
pair touching radius = 0.1333 1/nm
pair charges on example sphere: +4, 0, -4
pair charges at k = 0.05 1/nm: 0, +4, -4
pair gap with spin-orbit only = 92.4 meV
pair gap with both terms = 54.6 meV
pair charges with both terms: +4, 0, -4
thermal energy at 300 K = 25.9 meV
lifetime = 30 fs; broadening hbar/tau = 21.9 meV
mean free path v*tau = 4.56 nm
film thickness = 10 nm; level spacing scale = 31.4 meV
```
